# Zero-bias conductance of a single-channel normal–superconductor junction, derived twice, part 2

We seek the conductance $G_{NS}=(4e^2/h)|r_{he}|^2$ of a wire with one spin-degenerate mode, joined through a normal scatterer to a superconductor at $x>x_S$ with gap $\Delta$ and pair phase $\varphi$. Energies $E$ are counted from the Fermi level; $\mu$ is the Fermi energy, $k$ the lead wave number and $c=\hbar^2/2m$. An incoming electron returns as an electron (amplitude $r_{ee}$) or a hole ($r_{he}$), with probabilities $R_{ee}$ and $R_{he}$.

The scatterer's matrix $S$ has reflection and transmission amplitudes $r,t$ from the lead and $r',t'$ from the superconductor side, with $T=|t|^2$, $R=1-T$ and

$$r\,t^*+t'\,r'^*=0. \tag{2}$$

A first derivation followed loops between scatterer and superconductor. With $E=\Delta\cos\theta$ and $\alpha=e^{-i\theta}$, it gave

$$r_{he}=\frac{\alpha e^{-i\varphi}\,t'(-E)^*\,t(E)}{1-\alpha^2r'(-E)^*r'(E)} . \tag{5}$$

At bias $V$ and zero temperature the current is

$$I=\frac{2e}{h}\int_0^{eV}(1-R_{ee}+R_{he})\,dE . \tag{7}$$

The example has $\mu=10$ meV, mass $0.026\,m_e$ and a barrier of 12 meV and width $d=10$ nm. With $k=0.08261$ nm⁻¹, decay constant $\kappa=0.03694$ nm⁻¹ and transmitted amplitude $\tau$,

$$\frac1\tau=\cosh\kappa d+i\,\frac{\kappa^2-k^2}{2k\kappa}\sinh\kappa d,\qquad
r=-i\,\frac{k^2+\kappa^2}{2k\kappa}\sinh(\kappa d)\,\tau . \tag{8}$$

Hence $T=0.7955$, $R=0.2045$, and the formula gives $G_{NS}=67.59$ µS.

The second derivation takes $E=0$, real $H_0$ (the one-electron Hamiltonian minus $\mu$) and $\varphi=0$. From the electron and hole parts $u,v$ it forms $f=u+iv$ and $g=u-iv$, which obey

$$\begin{aligned}
H_0f&=-\Delta v+i\Delta u=i\Delta(u+iv)=i\Delta f,\\
H_0g&=-\Delta v-i\Delta u=-i\Delta(u-iv)=-i\Delta g .
\end{aligned} \tag{9}$$

For $f$ the superconductor is an absorber. In the lead $f=Ae^{ikx}+Be^{-ikx}$, with $\rho=B/A$ and $P=|\rho|^2<1$. Since $g$ is proportional to $f^*$, its ratio of the $e^{-ikx}$ coefficient to the $e^{ikx}$ coefficient is $1/\rho^*$.

**The hole amplitude.** An electron arrives with unit amplitude and no hole arrives. In the lead this means $u=e^{ikx}+r_{ee}e^{-ikx}$ and $v=r_{he}e^{ikx}$, because a hole with the wave $e^{ikx}$ moves away from the junction. The combinations are

$$\begin{aligned}
f&=(1+ir_{he})e^{ikx}+r_{ee}e^{-ikx},\\
g&=(1-ir_{he})e^{ikx}+r_{ee}e^{-ikx}.
\end{aligned}$$

Comparing coefficient ratios with those just found gives

$$r_{ee}=\rho(1+ir_{he}),\qquad \rho^*r_{ee}=1-ir_{he}.$$

Insert the first relation into the second:

$$P(1+ir_{he})=1-ir_{he},\qquad ir_{he}(1+P)=1-P .$$

Therefore

$$r_{he}=-i\,\frac{1-P}{1+P},\qquad R_{he}=\left(\frac{1-P}{1+P}\right)^2 . \tag{10}$$

If $\rho=0$, the function $f^*$ contains no wave $e^{ikx}$. Then $1-ir_{he}=0$, and $r_{he}=-i$, in agreement with (10).

Equation (10) has not used the Andreev approximation. It also does not require the gap to begin abruptly or to vanish inside the scatterer. Within this one-mode model at zero energy, all such details enter through the single number $P$.

**Why the normal transmission appears.** It remains to relate $P$ to $R$. Let the gap rise abruptly at $x_S$ to a constant $\Delta$, with the same band bottom on both sides. In the absorber the wave number $q$ obeys $cq^2=\mu+i\Delta$, and to first order

$$q=k\left(1+\frac{i\Delta}{2\mu}\right).$$

Matching $e^{ikx}+\rho_Se^{-ikx}$ to a wave $e^{iqx}$, with positions counted from $x_S$, requires equal values and derivatives. These conditions give

$$\rho_S=\frac{k-q}{k+q}\approx-\frac{i\Delta}{4\mu}. \tag{11}$$

A weak absorber therefore takes in almost everything that reaches it. A normal lead also returns nothing that has entered it. To leading order in $\Delta/\mu$ the function $f$ cannot distinguish the two, so $\rho=r$ and $P=R$. Then (10) gives

$$R_{he}=\left(\frac{1-R}{1+R}\right)^2=\frac{T^2}{(2-T)^2},$$

and the conductance is again $(4e^2/h)T^2/(2-T)^2$. At perfect transparency the absorber reflects nothing, $P=0$, and every incoming electron returns as a hole. This is the doubling.

**The first correction.** This route also shows how a finite gap changes the result. To first order in $\rho_S$, the wave may cross the scatterer, be reflected once at the edge of the absorber and cross back:

$$\rho=r+t'\rho_St,\qquad P=R+2\,\mathrm{Re}(r^*t\,t'\rho_S).$$

The conjugate of the unitarity relation is $r^*t=-t'^*r'$, so $r^*t\,t'=-Tr'$. With (11),

$$P-R=-2T\,\mathrm{Re}(r'\rho_S)=-\frac{T\Delta}{2\mu}\,\mathrm{Im}\,r' .$$

The logarithm of (10) has the derivative

$$\frac{d\ln R_{he}}{dP}=-\frac{2}{1-P}-\frac{2}{1+P}=-\frac{4}{1-P^2}.$$

At $P=R$ we have $1-R^2=T(1+R)$. The relative change of the conductance is therefore

$$\frac{\delta G}{G}=\frac{2\Delta}{\mu}\,\frac{\mathrm{Im}\,r'}{1+R}. \tag{12}$$

Here $r'$ is taken at the superconductor's edge, so its phase includes the path to the barrier and back. The correction can have either sign.

In the example $\Delta=0.2$ meV, $\mu=10$ meV, and the barrier stands $L=100$ nm from the superconducting section. Equation (8) gives the barrier's reflection amplitude modulus 0.452 and phase $-1.265$. By mirror symmetry these also hold for incidence from the right. The spacer adds $2kL=16.522$, which is 3.956 after removal of two full turns. The total phase is 2.69, so $\mathrm{Im}\,r'=0.452\sin2.69=0.197$. Equation (12) then gives

$$\frac{\delta G}{G}=\frac{0.04\times0.197}{1.2045}=0.0065 .$$

Direct matching without the Andreev approximation gives 68.04 µS, which is 0.66 % above the 67.59 µS of the formula. With the gap ten times smaller the difference is 0.066 %, as a first-order correction requires.

**Small energies.** Bias, temperature and Zeeman splitting bring in excitations away from zero energy. At energy $E\ll\Delta$ the electron-to-hole reflection factor obeys $\alpha^2\approx-e^{2iE/\Delta}$. The electron and hole wave numbers differ by $2E/\hbar v$, where $v$ is the Fermi velocity, and the spacer is crossed twice in each form. If the barrier's own energy dependence is neglected, the loop factor in (5) is $-Re^{i\chi}$ with

$$\chi=\frac{2E}{\Delta}+\frac{4EL}{\hbar v}.$$

The squared denominator in (5) becomes $1+R^2+2R\cos\chi\approx(1+R)^2-R\chi^2$. Hence

$$\frac{R_{he}(E)}{R_{he}(0)}\approx1+\frac{R\chi^2}{(1+R)^2}. \tag{13}$$

By (7) and $1-R_{ee}=R_{he}$, the differential conductance $dI/dV$ at bias $V$ is $(4e^2/h)R_{he}(eV)$. Within this approximation it rises with bias, because the loops no longer interfere quite so destructively. A scatterer with a resonance of its own can reverse the trend: two barriers 30 nm wide, tuned to $T=1$ and placed next to the superconductor, give 154.95 µS at zero bias and 148.74 µS at 100 µV. In the example $\hbar v/L=2.42$ meV. At a bias of 20 µV, $\chi=0.200+0.033=0.233$, and (13) predicts a rise of $0.2045\times0.0543/1.451=0.77$ %. Direct matching gives 0.79 % relative to its own zero-energy value.

The rise is quadratic in energy, so the other two effects follow from this one. In a field of 20 mT with a g factor of magnitude 10, taken equal throughout the wire, half the Zeeman splitting is 5.79 µeV. The field's effects on the gap and on the orbital motion are left out here. This presupposes a thin aluminium film with the field in its plane, because 20 mT exceeds the critical field of bulk aluminium, about 10 mT. Spin–orbit coupling, which is strong in real InAs wires and makes the result depend on the direction of the field, is left out as well. Without it, a uniform spin splitting along one axis then only shifts the excitation energy by this amount, giving $(5.79/20)^2\times0.79\,\%=0.066$ %.

At nonzero temperature the thermal average is needed. Incoming electrons have occupation $F(E-eV)$ and incoming holes $F(E+eV)$, where $F$ is the Fermi function. Below the gap, the $2\times2$ reflection matrix between electrons and holes is unitary, so conversion has the same probability in both directions. Differentiating the current at zero bias then gives

$$G=\frac{8e^2}{h}\int_0^\infty\left(-\frac{dF}{dE}\right)R_{he}(E)\,dE ,$$

provided the temperature is low enough that energies above the gap carry no weight. The average of $E^2$ with this weight is $\pi^2(k_BT_b)^2/3$, where $T_b$ is the bath temperature. At 0.03 K, $k_BT_b=2.59$ µeV, the average is 22 µeV², and the expected rise is $(22/400)\times0.79\,\%=0.043$ %. The direct calculation gives 0.066 % for the field and 0.043 % for the temperature.

**The model beside a real device.** The numbers are rough values for an InAs wire partly covered with aluminium, cooled in a dilution refrigerator. The superconducting section represents the covered wire with an induced gap. It does not represent aluminium itself, whose Fermi energy is far larger. The section is taken to be much longer than the decay length $\hbar v/\Delta=1211$ nm. If it ended at a hard wall after about 2 µm, the conductance would lie between about 61 and 76 µS, depending on the exact length. At 5 µm the deviation from the long limit is at most 0.08 %. A wire 40 nm wide with hard walls has its second subband 17.1 meV above the Fermi level, so one mode is consistent with the parameters chosen for the lead. Real wires may carry several modes, and gates, disorder and charging can change their transmission.

Two neglected features of the band structure matter more than temperature or bias. A simple estimate of nonparabolicity multiplies the mass by $1+2\epsilon/E_g=1.095$, where $E_g=0.4$ eV is the band gap and $\epsilon=19$ meV is the sum of $\mu$ and the hard-wall confinement energy for one transverse direction. At fixed barrier and Fermi energy this mass factor lowers $T$ to 0.7796 and the directly computed conductance to 62.92 µS, a change of $-7.5$ % from 68.04 µS. The formula with the new $T$ gives 63.23 µS. The difference between these two values now has the opposite sign to that found before, because the longer phase path makes $\mathrm{Im}\,r'$ negative. Equal confinement in the second transverse direction would raise the mass factor to 1.140 and lower the directly computed conductance to 60.70 µS.

This simple estimate overstates the effect. The factor $1+2\epsilon/E_g$ describes the velocity at the Fermi level, whereas the transmission depends on the wave numbers, which change less, and on the matching condition at the barrier edges. In a two-band dispersion with one confined direction, $k^2$ grows by a factor 1.069 in the lead and $\kappa^2$ by 1.039 in the barrier. In this model the quantity continuous at the barrier edges is the derivative divided by the local mass factor $1+\epsilon'/E_g$, where $\epsilon'$ is the energy above the local conduction-band edge. The conductance then falls by 2.2 %, or by 5.5 % with two confined directions. If only the wave numbers are changed and the plain derivative is kept continuous, the falls are 4.8 % and 8.1 %.

The larger of the two changes comes from a band bottom 15 meV deeper under the aluminium. The ratio of the wave numbers is then $\sqrt{25/10}=1.581$. The step reflects with amplitude $(1-1.581)/(1+1.581)=-0.225$ and transmits $1-0.225^2=0.949$. Barrier and step together have

$$T=\frac{0.7955\times0.949}{|1+0.225\,r'|^2}. \tag{14}$$

With the phase of $r'$ found above, the denominator is 0.827 and $T=0.913$. The two reflections partly cancel, so the structure transmits more than the barrier alone. The formula gives 109.35 µS and direct matching 109.72 µS, which is 61 % above the value without the step.

This increase depends on the spacer. As its length varies, the denominator in (14) ranges between $(1-0.102)^2$ and $(1+0.102)^2$, and $T$ between 0.94 and 0.62. The formula then gives between about 120 and 32 µS. The conductance law survives the mismatch, but the transmission of the bare barrier is no longer the right number to put into it. The one-mode description is also marginal for so deep a band bottom. With the parabolic mass, the second subband under the aluminium lies only 2.1 meV above the Fermi level, and nonparabolicity can bring it below.

A softened gap has a smaller effect here. A broadening of one percent of $\Delta$ in the superconductor raises the directly computed conductance by 0.18 %. This small value is special to the transmission of the example: the same broadening lowers the conductance by 1 % at $T=1$, and raises it by 7 % at $T=0.23$ and by 75 % at $T=0.026$. Some excitations are then lost inside the superconductor, and the conductance must be found from $1-R_{ee}+R_{he}$ instead of $2R_{he}$. The remaining numerical values are in the numerical output.

**What each derivation assumes.** Both derivations need one spin-degenerate mode, elastic scattering, a uniform pair phase and an energy at which no excitation travels away through the superconductor. Both also use the same counting of current, so the second is an independent derivation of the hole probability and not of the factor $4e^2/h$.

The scattering derivation assumes that the normal scatterer and the pair potential occupy separate regions. It uses the Andreev approximation from the start, when it describes the superconductor as a reflector that turns every electron into a hole. In return, it treats any energy below the gap. It also asks little of the scatterer: $S$ must be unitary, but it need not be symmetric. The step that makes the result simple is the relation $S_h(0)=S(0)^*$, which removes the scatterer's phases from the loop.

The absorber derivation assumes a real Hamiltonian and zero energy. Neither can be dropped without changing the argument. At $E\ne0$ the same combinations obey

$$H_0f=Eu-\Delta v+i(\Delta u-Ev)=Eg+i\Delta f ,$$

so energy couples $f$ to $g$. If $H_0$ is not real, the hole equation contains $H_0^*$ and the combinations do not separate as in (9). In exchange, the derivation permits a gap that varies in space and overlaps the scatterer, and it postpones the approximation $\Delta\ll\mu$ to the last step. It therefore separates two statements that the first derivation joins. The form $(1-P)^2/(1+P)^2$ follows from the zero-energy equations, while the identification $P=R$ follows from weak reflection at the absorber.

This separation also locates two kinds of failure. If the pair potential varies so strongly, or extends so far into a resonant scatterer, that absorption changes the reflection appreciably, then (10) remains valid but $P$ is no longer the normal reflection probability. If the bias is so large that $\chi$ is not small, (10) no longer applies. Equation (5) still does, as long as $|E|<\Delta\ll\mu$ and the scatterer is normal. Near a resonance of the loop the denominator of (5) can be as small as $T$, and there $\Delta/\mu$ must also be small compared with $T$.

The two pictures explain the doubling in different terms. In the first, the normal structure at perfect transparency reflects nothing, so there is a single Andreev reflection and no loop. In the second, the combination $f$ is absorbed without reflection, so there is no reflected electron wave. The other combination $g=u-iv$ then vanishes, which makes the hole wave equal in magnitude to the incoming electron wave. Both give a returning hole with probability one, and hence two charges transferred for each incoming electron.

## Computed results

```
T, R_he from BdG, R_he formula, G_NS/G_N from BdG (no unit)
  0.1000  0.00277  0.00277  0.0554
  0.5000  0.11111  0.11111  0.4444
  0.7639  0.38197  0.38197  1.0000
  0.9000  0.66942  0.66942  1.4876
  1.0000  1.00000  1.00000  2.0000
Double barrier: separation 15.31 nm, one barrier T 0.7955
  resonant T 1.000000, R_he from BdG 1.000000
Example inputs (rough values for an InAs wire with Al contact)
  mass 0.026 m_e, Fermi energy 10.0 meV
  gap 0.20 meV, temperature 0.03 K
  barrier 12.0 meV x 10 nm, spacer 100 nm
  wire width 40 nm, g factor size 10, band gap 0.4 eV
Example results
  k in lead 0.08261 1/nm, kappa in barrier 0.03694 1/nm
  T 0.7955, R 0.2045
  R_he formula 0.4362, R_ee 0.5638
  e^2/h 38.740 uS, 2e^2/h 77.481 uS, 4e^2/h 154.962 uS
  G_N 61.64 uS, G_NS formula 67.59 uS
  G_NS/G_N 1.0967
  G_NS from full BdG 68.04 uS
  decay length hbar v/gap 1211 nm
  spacer energy hbar v/L 2.42 meV
Neglected effects
  finite gap/mu = 0.020: +0.661 % against formula
  same with gap/10: +0.0655 %
  Changes of G against full BdG at zero energy:
  temperature, kT 2.59 ueV: 68.07 uS, +0.043 %
  bias 20 uV: 68.58 uS, +0.788 %
  field 20 mT, half splitting 5.79 ueV: 68.09 uS, +0.066 %
  soft gap, broadening 0.01 gap: 68.16 uS, +0.177 %
  nonparabolic mass x 1.095: 62.92 uS, -7.526 %
  band bottom 15 meV deeper under Al: 109.72 uS, +61.251 %
  heavier mass: T 0.7796, formula 63.23 uS
  deeper band: T 0.9131, formula 109.35 uS
  second subband above Fermi level by 17.1 meV
```
